Recombination at a Three-Charge-State Defect and the Limits of Independent Levels

Take silicon at 300 K with 10¹⁶ electrons per cm³ and 10¹³ defects per cm³, and add 10¹² electron–hole pairs per cm³. For one set of model parameters, a defect with three charge states gives a lifetime of 99.9 µs. If its two energy levels are treated as two independent recombination centres, with the same levels and capture coefficients, the lifetime comes out as 4.8 µs. The recombination rate is then too large by a factor of 21, although the levels lie 0.22 eV apart, more than eight times kT. The explanation is that a single defect cannot be in two charge states at once.

**The model**

The defect can be D⁺, D⁰ or D⁻. These states hold j = 0, 1, 2 extra electrons and are occupied with probabilities q0, q1, q2, whose sum is one. Link 1 joins D⁺ and D⁰; link 2 joins D⁰ and D⁻. Four processes act on each link: capture and emission of an electron, and capture and emission of a hole. Direct transitions between D⁺ and D⁻ are left out.

The free-carrier densities n and p are uniform and held fixed while the defect reaches its steady state. The carriers are non-degenerate. The capture coefficients of link j are cnj for electrons and cpj for holes, in cm³/s, and do not depend on n or p.

The emission rates follow from equilibrium. At Fermi energy EF, the grand-canonical populations obey

qj/q(j−1) = exp[(EF − Ej)/kT].

This defines the level Ej, with any ratio of state degeneracies absorbed in it. Let nj and pj be the densities that the free carriers would have with the Fermi energy at Ej:

nj = Nc exp[−(Ec − Ej)/kT],  pj = Nv exp[−(Ej − Ev)/kT].

Here Ec and Ev are the band edges, and Nc and Nv the effective densities of states. It follows that nj pj = ni², with ni the intrinsic density, and that qj/q(j−1) = n/nj in equilibrium. Each process must then balance its own reverse. For electrons, cnj n q(j−1) equals the emission rate times qj, so the emission rate is cnj nj. For holes, cpj p qj equals the emission rate times q(j−1), so the emission rate is cpj p n/nj = cpj pj. These rates are assumed to keep their values out of equilibrium.

A defect gains an electron by capturing one or by emitting a hole. It loses one by the reverse processes. The total rates up and down link j are therefore

aj = cnj n + cpj pj,
bj = cnj nj + cpj p.

**First derivation: balance along the chain**

The end states each have one link, so

dq0/dt = −a1 q0 + b1 q1,
dq2/dt = a2 q1 − b2 q2.

In the steady state both vanish:

a1 q0 = b1 q1,  a2 q1 = b2 q2.

Hence q1 = (a1/b1) q0 and q2 = (a1 a2/b1 b2) q0. Multiplying through by b1 b2 and normalising gives

q0 = b1 b2/D,  q1 = a1 b2/D,  q2 = a1 a2/D,
D = b1 b2 + a1 b2 + a1 a2.

The net traffic on each link is zero, but the electron and hole channels within it need not balance separately. On link 1 the net electron capture per defect is

r1 = cn1 (n q0 − n1 q1),

and the net hole capture is cp1 (p q1 − p1 q0). Their difference is a1 q0 − b1 q1 = 0, so either one counts the recombination events. Inserting q1 = a1 q0/b1,

r1 = cn1 (q0/b1)(n b1 − n1 a1).

In the last bracket the terms cn1 n n1 cancel:

n b1 − n1 a1 = cp1 (np − n1 p1) = cp1 (np − ni²).

Since q0/b1 = b2/D,

r1 = cn1 cp1 (np − ni²) b2/D.

Link 2 follows in the same way, with q1 in place of q0 and q1/b2 = a1/D:

r2 = cn2 cp2 (np − ni²) a1/D.

The rate per defect, r = r1 + r2, is the Sah–Shockley result:

r = (np − ni²)(cn1 cp1 b2 + cn2 cp2 a1)/D.  (1)

For defect density N the volume rate is U = N r. It is positive for recombination (np > ni²) and negative for generation.

**Second derivation: remove a forbidden configuration**

Now begin with two independent levels. Level j fills at rate aj when empty and empties at rate bj when full. Its filling probability fj satisfies aj(1 − fj) = bj fj, so

fj = aj/(aj + bj).

Its net electron capture is the ordinary single-level Shockley–Read–Hall rate,

Sj = cnj [n(1 − fj) − nj fj]
= cnj (n bj − nj aj)/(aj + bj)
= cnj cpj (np − ni²)/(aj + bj).

The two levels have four joint configurations. Three can be identified with the charge states: both empty is D⁺, level 1 alone full is D⁰, and both full is D⁻. The fourth, level 1 empty and level 2 full, has no counterpart in the defect. Its probability in the independent model is

h = (1 − f1) f2.

Each level balances by itself, so the traffic between any two neighbouring configurations has zero net value. If the fourth configuration and its two connections are deleted, the other traffic remains balanced. The remaining probabilities need only be divided by 1 − h:

q0 = (1 − f1)(1 − f2)/(1 − h),
q1 = f1 (1 − f2)/(1 − h),
q2 = f1 f2/(1 − h).

Link 1 now works only while level 2 is empty. Its rate is

r1 = cn1 (n q0 − n1 q1)
= [(1 − f2)/(1 − h)] cn1 [n(1 − f1) − n1 f1]
= S1 (1 − f2)/(1 − h).

The prefactor is q0 + q1. Link 2 works only while level 1 is full, and the same step gives r2 = S2 f1/(1 − h), with prefactor q1 + q2. Therefore

r = S1 (q0 + q1) + S2 (q1 + q2).  (2)

To see that this is equation (1), write

1 − h = 1 − b1 a2/[(a1 + b1)(a2 + b2)] = D/[(a1 + b1)(a2 + b2)].

The first weight becomes b2(a1 + b1)/D and the second a1(a2 + b2)/D. Multiplication by S1 and S2 cancels the factors a1 + b1 and a2 + b2 and restores the two terms of (1).

**What each derivation assumes**

Both use fixed n and p, constant capture coefficients, emission rates taken from equilibrium, and no direct path between D⁺ and D⁻. Such a path would close the chain into a loop, around which a steady current could flow; the balance on each link would then no longer follow.

The first derivation uses only transitions that the defect can make. Its rate equations also describe the approach to the steady state, and its balance argument extends link by link to a longer chain of charge states. The second needs an auxiliary system in which each level's rates ignore the state of the other. That assumption is harmless here because the transitions it invents are deleted. It yields the steady state but not the transient, since deleting a configuration changes the dynamics. In return it shows directly what the independent model gets wrong.

**When the sum of two centres is adequate**

Because q0 + q1 = 1 − q2 and q1 + q2 = 1 − q0, equation (2) gives

S1 + S2 − r = S1 q2 + S2 q0.  (3)

S1 and S2 have the same sign, that of np − ni². For positive coefficients and finite, non-zero carrier densities, all three states are occupied. The independent sum therefore overstates the magnitude of the rate whenever np ≠ ni². Relative to the sum, the error is a weighted mean of q2 and q0, so it cannot exceed the larger of them.

A defect that is nearly always neutral thus behaves as two independent centres. This is sufficient but not necessary: a q2 close to one does no harm if S1 is small compared with S2. A small h is not sufficient. In strongly n-type material f1 and f2 both approach one and h vanishes, yet link 1 is idle because the defect is in D⁻.

Three limits show the consequences. Let x be the density of added pairs.

In strongly n-type material at low injection, let cnj n far exceed the other terms in aj + bj for both links. With equilibrium densities n0 and p0, np − ni² = x(n0 + p0 + x), which is close to nx because p0 is negligible beside n. Then q2 → 1 and Sj → cpj x. Link 1 still adds about cp1 x(1 − q2). Once cp1(1 − q2) is also far below cp2, the exact rate is cp2 x, and

(S1 + S2)/r → 1 + cp1/cp2.

In strongly p-type material, with cpj p dominant, q0 → 1 and Sj → cnj x. Once cn2(1 − q0) is also far below cn1, the exact rate is cn1 x, and

(S1 + S2)/r → 1 + cn2/cn1.

At high injection n ≈ p ≈ x, with emission negligible. Then aj → cnj x and bj → cpj x. The numerator of (1) becomes x³ cn1 cp2 (cp1 + cn2), so

r/x → cn1 cp2 (cp1 + cn2)/(cp1 cp2 + cn1 cp2 + cn1 cn2).

The independent sum gives instead

(S1 + S2)/x → cn1 cp1/(cn1 + cp1) + cn2 cp2/(cn2 + cp2).

No level energy appears in any of these limits. Moving the levels apart changes where a limit is reached, but not the discrepancy within it.

**Can other independent centres repair the result?**

One might keep independent centres but choose new densities, levels and coefficients. Expand the denominator of (1):

D = αp² + βnp + γn² + δp + εn + φ,

where

α = cp1 cp2,  β = cn1 cp2,  γ = cn1 cn2,
δ = cn1 n1 cp2 + cp1 cn2 n2 + cp1 p1 cp2,
ε = cn1 cn2 n2 + cn1 cp2 p2 + cp1 p1 cn2,
φ = cn1 n1 cn2 n2 + cp1 p1 cn2 n2 + cp1 p1 cp2 p2.

If D is a product of two linear factors, both contain p, because α ≠ 0. Its discriminant as a quadratic in p,

(βn + δ)² − 4α(γn² + εn + φ),

must then be the square of a linear function of n (or of a constant). The discriminant of this expression, now taken in n, must vanish:

4(βδ − 2αε)² − 4(β² − 4αγ)(δ² − 4αφ) = −16αG,
G = 4αγφ + βδε − αε² − γδ² − φβ².

So G ≠ 0 means that D has no linear factors. Suppose that a finite set of independent centres nevertheless reproduced r over an open region of the n–p plane. Each contributes np − ni² times a constant, divided by a linear function of n and p. After np − ni² is cancelled, cross-multiplication gives

(linear numerator of r) × (product of linear denominators) = polynomial × D.

An unfactorable quadratic D would have to divide one of the linear factors on the left, which is impossible. Hence, if G ≠ 0, no finite set of single-level centres reproduces r throughout such a region. This argument does not settle whether a fit is possible along a single injection curve, where n and p vary together.

**A gold-like defect in silicon**

Case A has levels 0.35 and 0.57 eV above Ev. With a gap of 1.12 eV, the upper level is 0.55 eV below Ec. The rough coefficients are cn1 = 6×10⁻⁸, cp1 = 2×10⁻⁸, cn2 = 2×10⁻⁹ and cp2 = 10⁻⁷ cm³/s. With Nc = 2.8×10¹⁹ and Nv = 2.7×10¹⁹ cm⁻³, ni is 1.08×10¹⁰ cm⁻³. The defect density is N = 10¹³ cm⁻³, and the lifetime is x/(N r).

With n-type doping of 10¹⁶ cm⁻³ and x = 10¹² cm⁻³, S1 ≈ 2×10⁻⁸ × 10¹² = 2.0×10⁴ s⁻¹ and S2 ≈ 10⁵ s⁻¹. Since q2 = 0.995, link 1 is almost idle. The exact lifetime is 1.00 µs; the independent sum gives 0.84 µs. The rate ratio is 1.20, as 1 + cp1/cp2 predicts. With the same p-type doping and injection, the ratio is 1.033, and the exact lifetime is 1.67 µs.

At x = 10¹⁷ cm⁻³ in the n-type material, the ratio is 1.045 and the lifetime 5.97 µs. The limiting formula gives

r/x = 1.32×10⁻²²/(8.12×10⁻¹⁵) = 1.63×10⁻⁸ cm³/s,

or 6.15 µs. The difference arises because the doping still makes n 10% larger than p.

With EF midway between the levels and a very small excess, q1 = 0.972 and the sum exceeds the exact rate by 1.4%. This is the regime in which the two-centre picture works for a structural reason.

Case B changes only cp2, to 10⁻⁹ cm³/s, and is the case in the opening paragraph. In n-type material S1 is still 2.0×10⁴ s⁻¹, but S2 is only 1.0×10³ s⁻¹. The weight of link 1 is q0 + q1 = 5.2×10⁻⁵, so it contributes about 1 s⁻¹. The exact total is 1001 s⁻¹, against an independent sum of 2.1×10⁴ s⁻¹. The defect waits in D⁻ for a slow hole capture, while the independent model lets the fast link run all the time. At x = 10¹⁷ cm⁻³ the ratio is still 2.5.

Case C keeps the coefficients of A but exchanges the level energies, so that E2 < E1. This order is called negative effective correlation energy. In equilibrium

q1 = 1/{1 + exp[(E1 − EF)/kT] + exp[(EF − E2)/kT]}.

The two exponentials have a product independent of EF, so their sum is smallest when they are equal. The largest possible value is

q1,max = 1/{1 + 2 exp[−(E2 − E1)/2kT]}.

This is 0.972 for A but only 0.007 for C. The weights in (2) add to 1 + q1, hence nearly to one in C. With EF midway between its levels, each weight is 0.504. Both single-level rates are thus reduced by the same factor, and the exact rate is about half the independent sum at the same n and p. This compares steady rates, not decay times. At fixed n and p the defects would take about 3 ms to reach their steady state. With N = 10¹³ cm⁻³ they also far outnumber the free carriers here, so in a real decay n and p change with the defect charge, and the excess densities of electrons and holes do not stay equal.

Dividing G by the sum of the magnitudes of its five terms gives −0.003 for A, −0.25 for B and −1.0 for C. None vanishes, so the no-substitute result applies to all three. The small value for A does not measure the error of the original sum.

**Relation to real silicon**

Substitutional gold in silicon has a donor level in the lower half of the gap and an acceptor level near midgap, and it is used to shorten carrier lifetimes. The levels and coefficients of A are rough values for that situation; N varies widely between devices. Case B is a model variant: its hole capture by a negative centre is far slower than Coulomb attraction would suggest. For A, capture coefficients that do not change with temperature would be a further simplification away from 300 K. At 400 K, with the gap and level depths held fixed, the n-type ratio is 1.19 if the coefficients stay constant. If capture by the two attractive charge states falls as T⁻², an assumed law, it becomes 1.33.

Level energies matter unequally. Shifting each level of A by kT ln 4, the effect of a fourfold degeneracy ratio, changes the p-type lifetime by at most about 1%, and the n-type and high-injection lifetimes by less than 0.1%. With EF held midway between the original levels, the change reaches 46%. In the n-type case the trapped electron density falls by 5% of x, so the excess electron and hole densities differ by that amount. At high injection, a rough Auger rate C np(n + p)/2 with C = 4×10⁻³¹ cm⁶/s adds 2.8% to the defect rate. Coulomb attraction between the carriers, which this constant C leaves out, can make the Auger share several times larger at this density. Radiative recombination, with a rough coefficient of 5×10⁻¹⁵ cm³/s, adds 0.3%. The leading degeneracy correction, n/(√8 Nc), is 0.14%.

**Generation in a depleted layer**

With n = p = 0, only emission remains. For A, level 2 emits electrons at cn2 n2 = 32 s⁻¹ and holes at cp2 p2 = 717 s⁻¹. The slower step limits the cycle, giving S2 = −30.9 s⁻¹. Level 1 gives only −0.19 s⁻¹, so the independent sum exceeds the exact magnitude by just 0.6%. Here q1 is only 0.043: the sum works because the idle link is slow, not because the defect is neutral.

A strong field breaks the assumption of constant emission rates. A one-sided junction with doping 10¹⁶ cm⁻³, relative permittivity 11.7 and a 5 V drop has a peak field F of 0.124 MV/cm. Coulomb barrier lowering, √(eF/πϵ) in volts with e the elementary charge and ϵ the permittivity, is then 78 meV. If this full lowering is applied in every direction, it multiplies emission against Coulomb attraction by about 21. An average over directions, with no enhancement against the field, gives only about 5. Even with the larger factor, exact generation rises only to 32.2 s⁻¹, because electron emission from D⁻ leaves a neutral centre and is not enhanced. The ratio of sum to exact rate grows to 1.12, or to 1.03 with the averaged factor, since the idle link has become faster.

Tunnelling moves the rate further. A carrier may climb part of the way thermally and tunnel through the rest. With w the remaining barrier energy, the emission factor is estimated as

1 + ∫ (dw/kT) exp[w/kT − 4√(2m) w^(3/2)/(3eħF)],

integrated from 0 to 0.55 eV. For an assumed mass m of 0.25 electron masses, numerical quadrature gives 2.8. Much of the integral comes from energies within kT of the barrier top, where the semiclassical exponent is only a rough guide. Applied to all four emission rates, without the Coulomb lowering, this factor raises generation to 86 s⁻¹ and leaves the ratio at 1.006. If this tunnelling estimate is right, using zero-field emission rates at this field is a larger source of error for case A than the two-centre approximation.

All numerical values are calculated from the stated model.
